# The heat-capacity peak of molecules with two equally degenerate levels: a program that tests the result

```python
"""Electronic (Schottky) heat capacity of molecules with two levels.

Result under test: for two equally degenerate levels with gap D and
x = D/(k T), the molar electronic heat capacity is
    C/R = x^2 / (4 cosh(x/2)^2),
with a single maximum where x tanh(x/2) = 2, of height x^2/4 - 1
(about 0.439 at k T = 0.417 D).
Energies are in meV, temperatures in K, heat capacities in units of R.
The reference side uses explicit state sums and numerical derivatives.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

K_B = constants.k / constants.e * 1000.0   # meV/K
R_GAS = constants.R                        # J/(mol K)
GAP = 30.0                                 # meV
DEGENERACY = 2
B_LOWER, B_UPPER = 0.20, 0.21              # rotational constants, meV
VIB_QUANTUM = 200.0                        # meV


def mean_energy(energies, weights, temperature):
    """Boltzmann average; the lowest energy must be zero."""
    boltz = weights * np.exp(-energies / (K_B * temperature))
    return np.sum(energies * boltz) / np.sum(boltz)


def heat_capacity(energies, weights, temperature):
    """C/R as the numerical temperature derivative of the mean energy."""
    step = 1e-4 * temperature
    upper = mean_energy(energies, weights, temperature + step)
    lower = mean_energy(energies, weights, temperature - step)
    return (upper - lower) / (2 * step * K_B)


def find_peak(energies, weights):
    """Direct search for the maximum of the numerical curve."""
    found = minimize_scalar(
        lambda t: -heat_capacity(energies, weights, t),
        bounds=(0.2 * GAP / K_B, 1.0 * GAP / K_B),
        method="bounded", options={"xatol": 1e-6})
    return found.x, -found.fun


def two_level_states(g_lower, g_upper):
    """List every single state, each with weight one."""
    energies = np.array([0.0] * g_lower + [GAP] * g_upper)
    return energies, np.ones(len(energies))


def schottky(x):
    return x**2 / (4 * np.cosh(x / 2)**2)


def h(x):
    return x * np.tanh(x / 2)


states = two_level_states(DEGENERACY, DEGENERACY)

# Derived curve and its logarithmic slope against the state sums.
for ratio in (0.1, 0.2, 0.4, 1.0, 3.0):
    temp = ratio * GAP / K_B
    x_here = 1 / ratio
    assert abs(heat_capacity(*states, temp) / schottky(x_here) - 1) < 1e-5
    d = 1e-3
    c_plus = heat_capacity(*states, temp * np.exp(d))
    c_minus = heat_capacity(*states, temp * np.exp(-d))
    slope = np.log(c_plus / c_minus) / (2 * d)
    assert abs(slope - (h(x_here) - 2)) < 1e-4

# Root condition and height against the direct search, for several g.
x_peak = brentq(lambda x: h(x) - 2, 1.0, 5.0, xtol=1e-13)
height = x_peak**2 / 4 - 1
for g in (1, 2, 4):
    t_search, c_search = find_peak(*two_level_states(g, g))
    assert abs(K_B * t_search / GAP - 1 / x_peak) < 1e-5
    assert abs(c_search - height) < 1e-6
t_search, c_search = find_peak(*states)
assert round(1 / x_peak, 3) == 0.417 and round(height, 3) == 0.439

# The numerical curve rises once and falls once.
t_grid = np.geomspace(0.05, 20, 400) * GAP / K_B
curve = np.array([heat_capacity(*states, t) for t in t_grid])
signs = np.sign(np.diff(curve))
assert signs[0] > 0 and signs[-1] < 0
assert np.count_nonzero(np.diff(signs)) == 1

# Cold and hot limits.
cold_x, hot_x = 20.0, 0.05
cold_ratio = (heat_capacity(*states, GAP / (K_B * cold_x))
              / (cold_x**2 * np.exp(-cold_x)))
hot_ratio = (heat_capacity(*states, GAP / (K_B * hot_x))
             / (hot_x**2 / 4))
assert abs(cold_ratio - 1) < 1e-5
assert abs(hot_ratio - 1) < 1e-3   # next term is of order x^2/4

# Area under C/T, integrated over ln T.
entropy = quad(
    lambda u: heat_capacity(*states, np.exp(u) * GAP / K_B),
    np.log(0.02), np.log(1000.0), limit=200, epsabs=1e-8)[0]
assert abs(entropy - np.log(2)) < 1e-5

# Enclosure of the root and one Newton step from 2.4.
x_left, x_right, x_start = 2.3993, 2.3994, 2.4
assert h(x_left) < 2 < h(x_right)
h_slope = np.tanh(x_start / 2) + x_start / 2 / np.cosh(x_start / 2)**2
d = 1e-5
assert abs((h(x_start + d) - h(x_start - d)) / (2 * d) - h_slope) < 1e-8
x_newton = x_start - (h(x_start) - 2) / h_slope
assert abs(x_newton - x_peak) < 1e-6

# Upper population from the state sum against 1/(exp(x)+1).
p_upper = mean_energy(*states, t_search) / GAP
assert abs(p_upper - 1 / (np.exp(x_peak) + 1)) < 1e-5

# Unequal degeneracies move the peak.
t_unequal, c_unequal = find_peak(*two_level_states(2, 4))
assert c_unequal > height + 0.1
assert abs(K_B * t_unequal / GAP - 1 / x_peak) > 0.01

# Different rotational constants: full sum over rotational states.
j = np.arange(0, 200)
rot_energies = np.concatenate(
    [B_LOWER * j * (j + 1), GAP + B_UPPER * j * (j + 1)])
rot_weights = np.concatenate([2 * j + 1, 2 * j + 1]).astype(float)
t_rot, c_rot_total = find_peak(rot_energies, rot_weights)
c_rot = c_rot_total - 1.0   # remove R of a classical linear rotor
eff_ratio = B_LOWER / B_UPPER
t_eff, c_eff = find_peak(np.array([0.0, GAP]), np.array([1.0, eff_ratio]))
assert abs(c_rot - c_eff) < 1e-3
assert abs(t_rot / t_eff - 1) < 1e-3
assert c_rot < height - 0.01

# Vibrational contribution at the electronic peak.
ladder = VIB_QUANTUM * np.arange(0, 40)
c_vib = heat_capacity(ladder, np.ones(len(ladder)), t_search)
assert c_vib < 1e-3 * height

print(f"gap D = {GAP:.1f} meV")
print(f"degeneracy of each level g = {DEGENERACY}")
print(f"gap as temperature D/k = {GAP / K_B:.2f} K")
print(f"gas constant R = {R_GAS:.4f} J/(mol K)")
print(f"tanh(x/2) at x = {x_start}: {np.tanh(x_start / 2):.6f}")
print(f"h(x) = x tanh(x/2) at x = {x_start}: {h(x_start):.6f}")
print(f"h'(x) at x = {x_start}: {h_slope:.6f}")
print(f"Newton result from {x_start}: x = {x_newton:.6f}")
print(f"h({x_left}) = {h(x_left):.6f}")
print(f"h({x_right}) = {h(x_right):.6f}")
print(f"1/x at {x_right}: {1 / x_right:.6f}")
print(f"1/x at {x_left}: {1 / x_left:.6f}")
print(f"x^2/4 - 1 at {x_left}: {x_left**2 / 4 - 1:.6f}")
print(f"x^2/4 - 1 at {x_right}: {x_right**2 / 4 - 1:.6f}")
print(f"root x* = {x_peak:.6f}")
print(f"peak position kT*/D = {1 / x_peak:.5f}")
print(f"peak height C/R = {height:.5f}")
print(f"direct search: kT*/D = {K_B * t_search / GAP:.5f}")
print(f"direct search: C/R = {c_search:.5f}")
print(f"peak temperature = {t_search:.2f} K")
print(f"peak height = {c_search * R_GAS:.3f} J/(mol K)")
print(f"upper population at peak = {p_upper:.4f}")
for temp in (50.0, 100.0, 200.0, 300.0, 600.0):
    c_t = heat_capacity(*states, temp)
    p_t = mean_energy(*states, temp) / GAP
    print(f"T = {temp:.0f} K: x = {GAP / (K_B * temp):.4f}, "
          f"upper population = {p_t:.4f}, C/R = {c_t:.4f}")
print(f"cold limit, C/(R x^2 e^-x) at x = {cold_x}: {cold_ratio:.6f}")
print(f"hot limit, C/(R x^2/4) at x = {hot_x}: {hot_ratio:.6f}")
print(f"area under C/T, in units of R = {entropy:.5f}")
print(f"ln 2 = {np.log(2):.5f}")
print(f"degeneracies 2 and 4: kT/D at peak = {K_B * t_unequal / GAP:.4f}")
print(f"degeneracies 2 and 4: peak C/R = {c_unequal:.4f}")
print(f"rotational constant, lower level = {B_LOWER:.2f} meV")
print(f"rotational constant, upper level = {B_UPPER:.2f} meV")
print(f"effective degeneracy ratio = {eff_ratio:.4f}")
print(f"with rotation: peak temperature = {t_rot:.2f} K")
print(f"with rotation: peak C/R less 1 = {c_rot:.4f}")
print(f"effective two-level: peak temperature = {t_eff:.2f} K")
print(f"effective two-level: peak C/R = {c_eff:.4f}")
print(f"height change by rotation = {100 * (c_rot / height - 1):.2f} %")
print(f"vibrational quantum = {VIB_QUANTUM:.0f} meV")
print(f"vibrational C/R at electronic peak = {c_vib:.2e}")
print("no test failed")
```

It prints:

```
gap D = 30.0 meV
degeneracy of each level g = 2
gap as temperature D/k = 348.14 K
gas constant R = 8.3145 J/(mol K)
tanh(x/2) at x = 2.4: 0.833655
h(x) = x tanh(x/2) at x = 2.4: 2.000771
h'(x) at x = 2.4: 1.199679
Newton result from 2.4: x = 2.399357
h(2.3993) = 1.999931
h(2.3994) = 2.000051
1/x at 2.3994: 0.416771
1/x at 2.3993: 0.416788
x^2/4 - 1 at 2.3993: 0.439160
x^2/4 - 1 at 2.3994: 0.439280
root x* = 2.399357
peak position kT*/D = 0.41678
peak height C/R = 0.43923
direct search: kT*/D = 0.41678
direct search: C/R = 0.43923
peak temperature = 145.10 K
peak height = 3.652 J/(mol K)
upper population at peak = 0.0832
T = 50 K: x = 6.9627, upper population = 0.0009, C/R = 0.0458
T = 100 K: x = 3.4814, upper population = 0.0298, C/R = 0.3509
T = 200 K: x = 1.7407, upper population = 0.1492, C/R = 0.3847
T = 300 K: x = 1.1605, upper population = 0.2386, C/R = 0.2446
T = 600 K: x = 0.5802, upper population = 0.3589, C/R = 0.0775
cold limit, C/(R x^2 e^-x) at x = 20.0: 1.000000
hot limit, C/(R x^2/4) at x = 0.05: 0.999375
area under C/T, in units of R = 0.69315
ln 2 = 0.69315
degeneracies 2 and 4: kT/D at peak = 0.3767
degeneracies 2 and 4: peak C/R = 0.7618
rotational constant, lower level = 0.20 meV
rotational constant, upper level = 0.21 meV
effective degeneracy ratio = 0.9524
with rotation: peak temperature = 145.97 K
with rotation: peak C/R less 1 = 0.4217
effective two-level: peak temperature = 145.99 K
effective two-level: peak C/R = 0.4217
height change by rotation = -4.00 %
vibrational quantum = 200 meV
vibrational C/R at electronic peak = 2.89e-05
no test failed
```
